\section*{Activation Energy of Direct-Gap Electron-Electron-Hole Auger Recombination, part 1}

(Sections cited here and not found follow in the second part.)

\section{Conservation laws and the threshold}

Consider a semiconductor whose conduction band has its minimum, and whose valence band has its maximum, at the centre of the Brillouin zone. The algebra uses atomic units, in which $\hbar=1$ and the free-electron mass is 1. Energies are counted from the top of the valence band, $\mathbf k$ is the crystal momentum, and $k=|\mathbf k|$. The two bands are taken to be isotropic and parabolic:
\begin{equation}
E_c(\mathbf k)=E_g+\frac{k^2}{2m_e},\qquad
E_v(\mathbf k)=-\frac{k^2}{2m_h}.
\label{bands}
\end{equation}
Here $E_g>0$ is the gap, and $m_e$ and $m_h$ are positive effective masses. In the recombination event two conduction electrons, with momenta $\mathbf k_1$ and $\mathbf k_2$, collide. One of them drops into an empty valence state of momentum $\mathbf k_3$. The other takes up the energy set free and ends in the same conduction band with momentum $\mathbf k_4$. No phonon, impurity or reciprocal-lattice vector takes part. The activation energy $E_a$ is defined here as the least total kinetic energy that the two electrons and the hole must have for the event to be possible. The second half shows that this energy governs the temperature dependence of the rate.

Crystal momentum and energy are conserved between the two electrons before the event and the two electrons after it:
\begin{align}
\mathbf k_1+\mathbf k_2&=\mathbf k_3+\mathbf k_4,\label{mom}\\
E_c(\mathbf k_1)+E_c(\mathbf k_2)&=E_v(\mathbf k_3)+E_c(\mathbf k_4).\label{en}
\end{align}
Inserting the bands into the second equation gives
\begin{equation}
2E_g+\frac{k_1^2+k_2^2}{2m_e}
=-\frac{k_3^2}{2m_h}+E_g+\frac{k_4^2}{2m_e}.
\end{equation}
Now subtract $E_g$ from both sides and move the valence term to the left, where it becomes positive:
\begin{equation}
E_g+\frac{k_1^2+k_2^2}{2m_e}+\frac{k_3^2}{2m_h}=\frac{k_4^2}{2m_e}.
\label{en2}
\end{equation}
The positive valence term is the kinetic energy of the hole. A filled band has zero total crystal momentum, so a band that lacks the electron $\mathbf k_3$ has momentum $\mathbf q=-\mathbf k_3$, and this is the momentum of the hole. With this sign \eqref{mom} reads
\begin{equation}
\mathbf k_4=\mathbf k_1+\mathbf k_2+\mathbf q\equiv\mathbf K .
\label{K}
\end{equation}
The final electron carries the total momentum $\mathbf K$ of the three initial carriers. Since $q^2=k_3^2$, their total kinetic energy is
\begin{equation}
T=\frac{k_1^2+k_2^2}{2m_e}+\frac{q^2}{2m_h},
\label{T}
\end{equation}
and energy conservation becomes
\begin{equation}
E_g+T=\frac{K^2}{2m_e}.
\label{cons}
\end{equation}

Equation \eqref{cons} shows why an activation energy exists although the event releases the gap energy. Three carriers at rest have $T=0$ and $K=0$. The left side is then $E_g$ and the right side is zero. The energy is available, but a single electron can hold it only if it also has a large momentum, and carriers at rest do not supply that momentum. The task is therefore to find the cheapest way, in kinetic energy, of assembling the required momentum.

To solve it, treat the three carriers as particles of masses $m_1=m_2=m_e$ and $m_3=m_h$, with momenta $\mathbf p_1=\mathbf k_1$, $\mathbf p_2=\mathbf k_2$ and $\mathbf p_3=\mathbf q$. Let
\begin{equation}
M=2m_e+m_h,\qquad \mathbf V=\frac{\mathbf K}{M},\qquad
\mathbf p_i=m_i\mathbf V+\boldsymbol\pi_i .
\label{split}
\end{equation}
The vector $\mathbf V$ is the centre-of-mass velocity, and $\boldsymbol\pi_i$ is the momentum of carrier $i$ relative to the common motion. Summing the last relation over $i$ gives $\mathbf K=M\mathbf V+\sum_i\boldsymbol\pi_i$, and since $M\mathbf V=\mathbf K$, the relative momenta add to zero. Expanding the squares in $T$,
\begin{equation}
T=\sum_i\frac{|m_i\mathbf V+\boldsymbol\pi_i|^2}{2m_i}
=\frac{MV^2}{2}+\mathbf V\cdot\sum_i\boldsymbol\pi_i
+\sum_i\frac{\pi_i^2}{2m_i}.
\end{equation}
The middle term vanishes. Hence
\begin{equation}
T=W+\varepsilon,\qquad W=\frac{K^2}{2M},\qquad
\varepsilon=\sum_i\frac{\pi_i^2}{2m_i}\ge 0 .
\label{cm}
\end{equation}
The part $W$ belongs to the common motion and carries all the momentum. The internal part $\varepsilon$ costs energy and adds no momentum.

The right side of \eqref{cons} can be written with $W$, because $K^2=2MW$ gives $K^2/2m_e=WM/m_e$. Energy conservation is then
\begin{equation}
E_g+W+\varepsilon=\frac{M}{m_e}W
\quad\Longrightarrow\quad
\left(\frac{M}{m_e}-1\right)W=E_g+\varepsilon .
\end{equation}
The bracket is $(2m_e+m_h-m_e)/m_e=(m_e+m_h)/m_e$. With the mass fraction
\begin{equation}
a=\frac{m_e}{m_e+m_h},\qquad 0<a<1,
\label{a}
\end{equation}
the bracket equals $1/a$, so that
\begin{equation}
W=a(E_g+\varepsilon),\qquad T=W+\varepsilon=aE_g+(1+a)\varepsilon .
\label{line}
\end{equation}
Every set of momenta that obeys both conservation laws satisfies \eqref{line}. Since $1+a$ is positive and $\varepsilon$ cannot be negative, the smallest $T$ belongs to $\varepsilon=0$. This value can be reached: set all $\boldsymbol\pi_i$ to zero and choose $V$ so that $MV^2/2=aE_g$. The activation energy is therefore
\begin{equation}
\boxed{E_a=aE_g=E_g\,\frac{m_e}{m_e+m_h}} .
\label{Ea}
\end{equation}

At threshold the three carriers move with one common velocity $\mathbf V$. Its direction is free, since the bands are isotropic. The momenta are $\mathbf k_1=\mathbf k_2=m_e\mathbf V$ and $\mathbf q=m_h\mathbf V$, and the kinetic energies are $m_eV^2/2$ for each electron and $m_hV^2/2$ for the hole. Both momentum and kinetic energy are thus shared in proportion to mass. The empty valence state has $\mathbf k_3=-m_h\mathbf V$, opposite to the electron momenta, although the hole travels with the electrons.

The final electron has kinetic energy
\begin{equation}
E_g+E_a=E_g\,\frac{2m_e+m_h}{m_e+m_h}
\label{Eth}
\end{equation}
above the conduction-band edge. This is also the least kinetic energy with which a conduction electron can create an electron-hole pair by the reverse event, impact ionization. In that event \eqref{cons} holds with $T$ as the kinetic energy of the three products, so the energy of the fast electron is smallest when $T$ is smallest. The thresholds of the two directions differ by the gap, because one counts the kinetic energy of the slow carriers and the other that of the fast one.

The minimum was also sought numerically, without the centre-of-mass separation, by varying all nine momentum components under the two conservation laws alone. For a gap of 1.5 eV and the mass pairs $(m_e,m_h)=(0.1,0.5)$, $(0.3,0.3)$ and $(0.8,0.2)$, the least kinetic energy agreed with \eqref{Ea} to within $10^{-12}$ eV, and the three velocities were equal within the accuracy of the search.

The role of the hole mass follows from the relation $p=\sqrt{2mE}$ between momentum and kinetic energy $E$: at given energy a heavier carrier brings more momentum. Three limits show the range. If $m_h\gg m_e$, then $E_a\simeq E_gm_e/m_h$, which is small compared with the gap. The hole then supplies nearly all of the momentum $\sqrt{2m_eE_g}$ at little cost. If the masses are equal, $E_a=E_g/2$. If $m_h\ll m_e$, then $E_a$ approaches $E_g$. This last value can be understood by leaving the hole at rest. Two electrons of total momentum $K$ have at least the energy $K^2/4m_e$, so $K^2/2m_e\le 2T$, and \eqref{cons} requires $E_g+T\le2T$, or $T\ge E_g$. A very light hole brings so little momentum that the electrons have to do the work by themselves.

The opposite restriction, electrons at rest and a moving hole, gives $K=q$ and $T=q^2/2m_h$. Then $K^2/2m_e=Tm_h/m_e$, and \eqref{cons} yields $T=E_gm_e/(m_h-m_e)$, which is possible for $m_h>m_e$. It exceeds \eqref{Ea}, since its denominator is smaller. Leaving the electrons at rest is therefore not the cheapest arrangement, even when the hole is heavy.

For a numerical case take rough typical values for CdTe, whose gap is direct: $E_g=1.5$ eV, $m_e=0.10$ and a heavy-hole mass $m_h=0.50$. Then $a=0.10/0.60=0.1667$ and
\begin{equation}
E_a=0.1667\times1.5\ \mathrm{eV}=0.25\ \mathrm{eV},
\end{equation}
or 0.0092 hartree. The total mass is $M=0.70$. Each electron has one seventh of the energy, 0.036 eV, and the hole has five sevenths, 0.179 eV. The final electron lies $1.5+0.25=1.75$ eV above the band edge, which is 0.0643 hartree. Its wavevector is $\sqrt{2\times0.10\times0.0643}=0.1134$ per bohr, or 0.214 $\text{\AA}^{-1}$ with 0.529 \AA{} to the bohr. The hole supplies 0.153 $\text{\AA}^{-1}$ of this and each electron 0.031 $\text{\AA}^{-1}$. With a rough lattice constant of 6.5 \AA, the final wavevector is 0.22 of $2\pi$ divided by the lattice constant, the distance to the zone boundary along a cubic axis. The final state thus lies inside the zone, as the neglect of reciprocal-lattice vectors requires.

The energy of the final electron is a more serious matter. It exceeds the gap, and a conduction band is not expected to stay parabolic so far from its edge. The size of the effect can be estimated with a conduction state and a valence state coupled by a term $Pk$, where $P$ is a constant. Let $E$ be the energy above the conduction-band edge. The two-state eigenvalue condition is
\begin{equation}
y(y+E_g)=P^2k^2,\qquad y=E-\frac{k^2}{2},
\end{equation}
where $k^2/2$ is the free-electron term common to both states. Solving in powers of $k^2$ gives $y=P^2k^2/E_g-P^4k^4/E_g^3+\dots$. The $k^2$ terms of $E$ must add to $k^2/2m_e$, so $P^2/E_g=(1/m_e-1)/2$. With $x=k^2/2m_e$, this means $P^2k^2/E_g=(1-m_e)x$, and therefore
\begin{equation}
E=x-\alpha x^2+\dots,\qquad \alpha=\frac{(1-m_e)^2}{E_g}.
\label{alpha}
\end{equation}
The form $E(1+\alpha E)=x$ has the same first two terms, as inserting $E=x-\alpha x^2$ shows. It is used below as a simple continuation to higher energy. In the example $\alpha=0.81/1.5=0.54$ per eV.

With this band the threshold again has equal velocities. If a small momentum $\boldsymbol\delta$ is moved from carrier $i$ to carrier $j$ at fixed $\mathbf K$, the kinetic energy changes by $\boldsymbol\delta\cdot(\mathbf v_j-\mathbf v_i)$, where $\mathbf v$ is the group velocity. At a minimum this must vanish for every $\boldsymbol\delta$. Because the kinetic energies are convex functions of momentum, the stationary point is the minimum. Differentiating $E(1+\alpha E)=x$ gives $v(1+2\alpha E)=k/m_e$, and $1+2\alpha E=\sqrt{1+4\alpha x}$, so the threshold conditions are
\begin{equation}
v=\frac{k}{m_e\sqrt{1+4\alpha x}},\quad
K=2k+m_hv,\quad
E(K)=E_g+2E(k)+\frac{m_hv^2}{2}.
\label{np}
\end{equation}
As $K$ grows, the least initial kinetic energy rises at the rate $v(k)$ and $E(K)$ rises at the faster rate $v(K)$, so there is at most one crossing, and where it exists it gives the threshold. In this continuation both velocities level off at large momentum, so a crossing is not assured for every choice of masses. In the example there is one, and the numerical solution of \eqref{np} is an activation energy of 0.66 eV and a final wavevector of 0.35 $\text{\AA}^{-1}$. The nine-component search with the same dispersion agreed to within $10^{-5}$ eV.

The parabolic value of 0.25 eV is thus raised by a factor of about 2.6. A flattened band demands more momentum for a given energy, and the initial carriers must pay for it. The value 0.66 eV is itself an indication of size. It depends on the continuation chosen: the full two-state condition, whose free-electron term keeps the band steeper at high energy, gives about 0.55 eV. An eight-band form with a spin-orbit splitting of 0.9 eV gives 0.51 eV if the valence states keep the free-electron term and 0.83 eV if they are given the heavy-hole curvature instead, so the figure is uncertain by some tenths of an eV. In each case the final electron lies more than 2 eV above the edge, where the two-state form is an extrapolation and other bands and valleys may matter. Equation \eqref{Ea} holds when the conduction band is parabolic up to $E_g+E_a$ above its edge and the valence band is parabolic down to $E_a$ below its top. By \eqref{alpha} the relative correction to the final energy is of order $\alpha(E_g+E_a)$. For $m_e\ll1$ this is about $1+a$ whatever the gap, so within the two-state model a narrower gap does not restore the parabolic result.

For parabolic bands, the conservation laws require a least total kinetic energy $E_a=E_g\,m_e/(m_e+m_h)$, reached when the two electrons and the hole share one velocity; in the CdTe example, estimates with a nonparabolic conduction band raise it well above the parabolic 0.25 eV. It remains to show how this threshold governs the temperature dependence of the recombination rate.

Numerical values quoted here were computed with a short program.
